# Spin-memory loss at an interface ahead of a perfect spin sink

## Problem

Bilayers of a ferromagnet and a heavy metal are used in spin-orbit-torque memory cells. Let a spin current pass from the ferromagnet into the heavy metal, as in spin injection or spin pumping; in a torque cell it runs the other way, a case taken up at the end. Some of its spin polarization is lost to the lattice at the interface. Model the interface as a nonmagnetic diffusive layer of thickness $t$ and spin diffusion length $l$, and define $\delta=t/l$. A steady, collinear spin current without net charge current enters at $x=0$. At $x=t$ the layer meets a perfect spin sink, which holds the spin accumulation at zero.

(a) Find the transmission $T=J_s(t)/J_s(0)$ and evaluate it for $\delta=0.9$.

(b) The interface has a resistance times area $AR=0.8\ \mathrm{f\Omega\,m^2}$, and the entering spin current is $1\ \mathrm{MA/cm^2}$ in charge-current units. Find the transmitted current, the lost current and the spin accumulation at the entry.

(c) Replace the perfect sink by a 10 nm film with resistivity $30\ \mathrm{\mu\Omega\,cm}$ and spin diffusion length 2 nm. How far does $T$ move?

The parameters are rough typical values for a transition-ferromagnet/heavy-metal bilayer at room temperature; no particular material is meant.

## A tempting solution

Spin accumulation in a diffusive metal decays over the length $l$, so one writes $V_s(x)=V_s(0)e^{-x/l}$. The spin current is proportional to the gradient of $V_s$ and decays by the same factor. Therefore

$$T=e^{-\delta}=e^{-0.9}=0.407 .$$

About 59 percent of the spin current would be lost.

## Where it fails

The exponential solves the diffusion equation but violates the boundary condition. It leaves $V_s(t)=V_s(0)e^{-\delta}$ at the exit, where the perfect sink demands $V_s(t)=0$. The equation is of second order and has a growing solution as well. In a layer of finite thickness nothing excludes that solution, and here it is needed to bring $V_s$ to zero at the exit.

## Solution of (a)

**The equations.** Let $V_\uparrow$ and $V_\downarrow$ be the electrochemical potentials of the two spin channels, expressed in volts. If the layer has resistivity $\rho$, each channel has resistivity $2\rho$, since the two conduct in parallel. Current flows down the potential, and spin flips carry current from one channel to the other in proportion to their potential difference:

$$J_{\uparrow}=-\frac{1}{2\rho}\frac{dV_{\uparrow}}{dx},\qquad
J_{\downarrow}=-\frac{1}{2\rho}\frac{dV_{\downarrow}}{dx},$$

$$\frac{dJ_\uparrow}{dx}=-g(V_\uparrow-V_\downarrow),\qquad
\frac{dJ_\downarrow}{dx}=+g(V_\uparrow-V_\downarrow).$$

The sum $J_\uparrow+J_\downarrow$ is constant, so charge is conserved; here it is zero. With $V_s=V_\uparrow-V_\downarrow$ and $J_s=J_\uparrow-J_\downarrow$, subtraction gives

$$J_s=-\frac{1}{2\rho}\frac{dV_s}{dx},\qquad \frac{dJ_s}{dx}=-2gV_s .$$

Inserting the first equation into the second,

$$-\frac{1}{2\rho}\frac{d^2V_s}{dx^2}=-2gV_s
\quad\Longrightarrow\quad
\frac{d^2V_s}{dx^2}=\frac{V_s}{l^2},\qquad l^2=\frac{1}{4\rho g}.$$

**The boundary conditions.** It is convenient to measure distance from the exit:

$$V_s(x)=A\cosh\frac{t-x}{l}+B\sinh\frac{t-x}{l}.$$

At $x=t$ this equals $A$, so the perfect sink requires $A=0$. Differentiating $\sinh[(t-x)/l]$ brings out a factor $-1/l$, which cancels the minus sign in the current law:

$$J_s(x)=\frac{B}{2\rho l}\cosh\frac{t-x}{l}=\frac{B}{2r}\cosh\frac{t-x}{l},\qquad r=\rho l .$$

The quantity $r$ is the spin resistance of the layer. At the two ends $J_s(0)=(B/2r)\cosh\delta$ and $J_s(t)=B/2r$. Hence

$$\boxed{T=\frac{1}{\cosh\delta}},\qquad T(0.9)=\frac{1}{1.4331}=0.698 .$$

About 70 percent of the spin current arrives. A numerical solution of the two-channel equations on 200 cells gives 0.6978 as well.

The resistivity has cancelled. One may therefore let $t$ shrink to atomic size at fixed $\delta$ and $AR$ without changing $T$, which is why the thickness of the fictitious layer need not be known.

**Limits.** For a weakly flipping layer, $\cosh\delta\simeq1+\delta^2/2$, so the lost fraction is $1-T\simeq\delta^2/2$. It starts quadratically, whereas $1-e^{-\delta}$ starts linearly. At $\delta=0.1$ the numerical loss is 0.00498, against 0.00500 from the leading term. For a strongly flipping layer, $\cosh\delta\simeq e^{\delta}/2$ and $T\simeq2e^{-\delta}$: the exponential then has the right decay length but is too small by a factor of two.

**What the hyperbolic cosine counts.** $J_s(0)$ is a net current, from which spins that return to the source have already been subtracted. One unit of it can be followed as a random walker that starts at a reflecting entry and ends at an absorbing exit. Its mean polarization decays as $e^{-\text{time}/\tau}$, with $l^2=D\tau$ and $D$ the diffusion constant. Let $u(x)$ be the mean of this factor at the moment of exit, for a start at $x$. It obeys

$$D\frac{d^2u}{dx^2}=\frac{u}{\tau},\qquad u'(0)=0,\qquad u(t)=1,$$

with the solution $u(x)=\cosh(x/l)/\cosh\delta$. At the entry $u(0)=1/\cosh\delta=T$. The mean exit time $m(x)$ obeys $Dm''=-1$ with $m'(0)=0$ and $m(t)=0$, so $m(0)=t^2/(2D)$. Divided by $\tau$ this is $\delta^2/2$, the small-$\delta$ loss found above. A walk on 40 sites with explicit spin flips, at $\delta=0.9$, gives a surviving polarization of 0.698.

## Solution of (b)

The transmitted and lost currents are

$$J_s(t)=0.698\times1=0.698\ \mathrm{MA/cm^2},\qquad
J_s(0)-J_s(t)=0.302\ \mathrm{MA/cm^2}.$$

The second is the rate at which the lattice of the layer takes up spin, in the same units. It is not a loss of charge.

For the accumulation, $V_s(0)=B\sinh\delta$ and $B=2rJ_s(0)/\cosh\delta$, so

$$V_s(0)=2r\tanh\delta\;J_s(0).$$

Since $AR=\rho t=\rho l\,\delta$, the spin resistance is $r=AR/\delta=0.8/0.9=0.889\ \mathrm{f\Omega\,m^2}$. With $1\ \mathrm{MA/cm^2}=10^{10}\ \mathrm{A/m^2}$,

$$V_s(0)=2\,(0.889\times10^{-15})(0.716)(10^{10})\ \mathrm{V}=12.7\ \mathrm{\mu V}.$$

The layer thus loads its source with $V_s(0)/J_s(0)=2r\tanh\delta$. In a device the entering current itself depends on this load, so $T$ is the fraction of the entering current that survives and not the efficiency of the whole structure.

## Solution of (c)

**A sink with spin resistance.** Let the sink respond with $V_s(t)=2r_LJ_s(t)$. Now $A=2r_LJ_s(t)$ instead of zero. Differentiating the general solution,

$$J_s(x)=\frac{1}{2r}\left[A\sinh\frac{t-x}{l}+B\cosh\frac{t-x}{l}\right].$$

At the exit this gives $B=2rJ_s(t)$. Inserting $A$ and $B$ at $x=0$,

$$J_s(0)=J_s(t)\left[\frac{r_L}{r}\sinh\delta+\cosh\delta\right]
\quad\Longrightarrow\quad
T=\frac{1}{\cosh\delta+(r_L/r)\sinh\delta}.$$

For $r_L\ge0$ the added term cannot be negative. Within this model $1/\cosh\delta$ is therefore an upper bound, reached when $r_L=0$.

The tempting answer also finds its place here. If the layer continues indefinitely with the same properties, then $r_L=r$ and the denominator is $\cosh\delta+\sinh\delta=e^{\delta}$. The factor $e^{-\delta}$ belongs to that matched continuation. At $\delta=0.9$ the perfect sink transmits $0.698/0.407=1.7$ times as much, for the same entering current.

**The film.** Let the film have resistivity $\rho_N$, spin diffusion length $\lambda$ and thickness $d$, with $y$ measured from its front. No spin current leaves its back surface, so $V_s=C\cosh[(d-y)/\lambda]$ and $J_s=(C/2\rho_N\lambda)\sinh[(d-y)/\lambda]$. At $y=0$,

$$r_L=\frac{V_s}{2J_s}=\rho_N\lambda\coth\frac{d}{\lambda}.$$

Here $\rho_N\lambda=(3\times10^{-7}\ \mathrm{\Omega\,m})(2\times10^{-9}\ \mathrm{m})=0.600\ \mathrm{f\Omega\,m^2}$. Since $d/\lambda=5$, the hyperbolic cotangent is practically one. Then $r_L/r=0.675$ and

$$T=\frac{1}{1.433+0.675\times1.027}=0.470 .$$

The transmission falls from 70 to 47 percent. All the spin current that enters the film relaxes inside it, since none leaves through the back, yet the film is far from a perfect sink. What counts is its spin resistance relative to that of the interface. Dividing the two transmissions gives

$$\frac{T}{1/\cosh\delta}=\frac{1}{1+(r_L/r)\tanh\delta}.$$

To stay within 5 percent of the ideal value at $\delta=0.9$, the ratio $r_L/r$ must be below 0.073. The film exceeds this about ninefold. This threshold belongs to the diffusion model and is not a target for choosing a film: in the free-electron estimate below, even an exit that returns no electrons acts like a ratio of 0.54.

## How far the model can be trusted

**A layer as short as the mean free path.** Take a nominal $t=1$ nm, so that $\rho=80\ \mathrm{\mu\Omega\,cm}$, and free electrons with Fermi wave number $k_F=13\ \mathrm{nm^{-1}}$. The mean free path is then 0.9 nm in the layer and, by the same estimate, 2.4 nm in the film of part (c). The first is comparable to the spin diffusion length of the layer and the second exceeds that of the film, so diffusion is a doubtful description. For free electrons with isotropic scattering the spin cannot decay over a length shorter than the mean free path; with $\sqrt{D\tau}=2$ nm the actual decay length in the film would be about 2.5 nm. In particular, an exit that absorbs every arriving electron no longer holds the spin accumulation at zero. A two-stream model, which reduces all directions of motion to two, gives a rough estimate of the effect on $T$. Let $R$ and $L$ be the spin currents carried by right and left movers, both counted positive. Per unit length, electrons are backscattered with spin conserved at rate $c$, and flip their spin at rate $f$ into each direction. A flip removes a spin and adds the opposite one, so

$$R'=-(c+3f)R+(c-f)L,\qquad L'=(c+3f)L-(c-f)R .$$

With $J=R-L$ and $S=R+L$, the difference and the sum of these equations are

$$J'=-4fS,\qquad S'=-2(c+f)J\equiv-\frac{J}{s}.$$

Hence $S''=S/l^2$ with $1/l^2=4f/s$. An exit that returns no electrons has $L(t)=0$, so $S(t)=J(t)$ and not zero. This is the boundary condition of a resistive sink, with $s/l$ in place of $r_L/r$:

$$T=\frac{1}{\cosh\delta+(s/l)\sinh\delta}.$$

To find $s$, consider charge, which is backscattered at the total rate $c+f$. Its transmission is $1/[1+(c+f)t]$, so scattering adds $R_{Sh}(c+f)t$ to the Sharvin resistance times area, $R_{Sh}=(h/2e^2)(4\pi/k_F^2)=0.96\ \mathrm{f\Omega\,m^2}$. Equating the added part to $AR$ gives $s=R_{Sh}t/(2AR)=0.60$ nm. Then $s/l=0.54$ and $T=0.50$. The nominal thickness cancels from $s/l=R_{Sh}\delta/(2AR)$. Inside the layer the two-stream equations have the same form as the diffusion equations, so within this model the whole change in $T$ comes from the exit. It does not describe how the spread of electron directions alters the decay inside so short a layer. With all directions kept and isotropic scattering, the same exit gives $T$ between about 0.45 and 0.60, depending on the angular spread of the entering electrons and on whether $l$ is taken as $\sqrt{D\tau}$ or as the actual decay length. The value 0.50 is no more precise than that.

**Smaller effects.** If an induced moment makes transverse spins precess at angular frequency $\omega$, the decay rate $1/\tau$ becomes $1/\tau+i\omega$, and $\delta$ becomes $\delta\sqrt{1+i\omega\tau}$. The free-electron estimate $D=4.5\ \mathrm{cm^2/s}$ gives $\tau=l^2/D=2.7$ fs. An assumed exchange splitting of 0.1 eV then gives $\omega\tau=0.42$ and $|T|=0.694$, a small change in magnitude; the polarization also turns by about 8 degrees. These values hold for the perfect sink and the nominal $t=1$ nm. At fixed $\delta$ and $AR$, both $l$ and $D$ are proportional to $t$, so $\omega\tau$ grows in proportion to the assumed thickness. A 10 GHz drive enters in the same way with $\omega\tau=1.7\times10^{-4}$ and is negligible. At 300 K the thermal energy is 0.4 percent of the Fermi energy, so the electrons are degenerate.

**Beside a real bilayer.** The inputs are rough, and a real interface is a few atomic layers without a bulk resistivity of its own; $\delta$ and $AR$ are effective parameters. At fixed $\delta$, replacing the perfect sink by the film takes $T$ from 0.70 to 0.47. The value of $\delta$ matters as much: with a perfect sink, $T$ is 0.84 at $\delta=0.6$ and 0.55 at $\delta=1.2$. The short-layer estimate, 0.50, replaces the perfect sink by an exit that returns no electrons. It should not be combined with the film result by multiplication, because both replace the same exit condition. For a bilayer of this kind, 70 percent is the ideal-sink value at $\delta=0.9$, not a prediction of the spin current that reaches the heavy metal. Nor does 0.47 carry over to a spin-orbit-torque cell, where the film is the source. A uniform spin Hall current $J_{SH}$ in the film would deliver $J_{SH}[1-1/\cosh(d/\lambda)]=0.987\,J_{SH}$ into a perfect sink at its front. The film has spin resistance $r_L$ and, if the ferromagnet is idealized as a perfect sink, the layer loads it with $r\tanh\delta$. The fraction $r_L/(r_L+r\tanh\delta)=0.485$ then enters the layer and $1/\cosh\delta$ of that survives, so about $0.33\,J_{SH}$ reaches the ferromagnet. The numerical output below lists the values used.

## Computed values

```
INPUTS (rough typical values)
delta = 0.90 (dimensionless)
interface AR = 0.80 fOhm m^2
nominal interface thickness = 1.00 nm
sink resistivity = 30.0 uOhm cm
sink spin diffusion length = 2.0 nm
sink thickness = 10.0 nm
entry spin current = 1.00 MA/cm2
Fermi wave number = 13.0 1/nm
induced exchange splitting = 0.10 eV
drive frequency = 10.0 GHz
temperature = 300 K
PERFECT SINK
interface spin diffusion length = 1.111 nm
interface resistivity = 80.0 uOhm cm
interface spin resistance r = 0.8889 fOhm m^2
cosh(delta) = 1.43309
sinh(delta) = 1.02652
tanh(delta) = 0.71630
T from formula = 0.69779
T from two-channel network = 0.69780
T from random walk = 0.69775
walk mean time / (t^2/2D) = 1.00000
transmitted spin current = 0.6978 MA/cm2
lost spin current = 0.3022 MA/cm2
entry spin accumulation = 12.73 uV
delta for T = 0.7 exactly: 0.8956
T at delta 0.3 = 0.9566
T at delta 2.0 = 0.2658
loss at delta 0.1, network = 0.004979
delta^2/2 at delta 0.1 = 0.005000
OTHER EXITS AND NEGLECTED EFFECTS, ONE AT A TIME
exp(-delta), matched thick continuation = 0.40657
T matched, network = 0.40658
real-sink spin resistance r_L = 0.6001 fOhm m^2
r_L/r = 0.6751
T with real sink = 0.4704
r_L/r that lowers T by 5 percent = 0.0735
Sharvin resistance times area = 0.9597 fOhm m^2
mean free path in layer = 0.900 nm
two-stream length s = 0.600 nm
s/l = 0.5398
T two-stream, absorbing exit = 0.5032
diffusion constant = 4.513 cm2/s
spin relaxation time = 2.735 fs
exchange omega*tau = 0.4156
|T| with exchange precession = 0.6941
drive omega*tau = 1.719e-04
relative change of |T| by drive = -9.24e-10
thermal energy / Fermi energy = 0.00401
```
